\section*{Why the Mean Inverse Width Series Diverges, and Where to Stop}

\section{Definitions and conventions}

A metal line of height $h$ and resistivity $\rho$ has local width $w=w_0(1+u)$. The fluctuation $u$ is Gaussian with mean zero and standard deviation $s$:
\begin{equation}
p(u)=\frac{e^{-u^2/(2s^2)}}{s\sqrt{2\pi}} .
\end{equation}
Angle brackets denote the average over $p$. In the slice model the current fills each cross-section uniformly, so a slice of length $dx$ has resistance $\rho\,dx/(hw)$. With constant $\rho$, a long line has resistance per length $(\rho/h)\langle 1/w\rangle$. The dimensionless quantity of interest is $w_0\langle 1/w\rangle=\langle 1/(1+u)\rangle$, which is 1 for a smooth line.

For a full Gaussian this mean does not exist. Put $v=w/w_0=1+u$. The density at $v=0$ is $p_0=p(-1)>0$, so the integral of $p(v-1)/v$ over $v>c$ grows as $p_0\ln(1/c)$ when $c\to0$. Two finite quantities can take its place. One is the principal value, in which equal distances on either side of $v=0$ are paired:
\begin{equation}
P=\mathrm{PV}\!\int_{-\infty}^{\infty}\frac{p(u)}{1+u}\,du
=\int_0^\infty\frac{p(v-1)-p(-v-1)}{v}\,dv .
\end{equation}
The other is the conditional mean over widths above a cut $c\,w_0$:
\begin{equation}
C(c)=\frac1Q\int_c^\infty\frac{p(v-1)}{v}\,dv,\qquad
Q=\int_c^\infty p(v-1)\,dv .
\end{equation}
$P$ is a mathematical reference, since it admits negative widths. $C$ averages over slices wider than the cut. It is not exactly the mean for lines required to stay above the cut along their whole length: neighbouring widths are correlated, so that requirement also makes widths just above the cut rarer.

\section{The terms of the series}

Expand $1/(1+u)=\sum_k(-u)^k$ and average term by term. Odd moments vanish by symmetry. For even ones, $u\,p=-s^2p'$, and integration by parts gives
\begin{equation}
\langle u^{2n}\rangle=-s^2\!\int u^{2n-1}p'\,du=(2n-1)s^2\langle u^{2n-2}\rangle .
\end{equation}
Starting from $\langle1\rangle=1$, the terms and partial sums are
\begin{equation}
a_n=(2n-1)!!\,s^{2n},\qquad S_N=\sum_{n=0}^N a_n,\qquad
\frac{a_{n+1}}{a_n}=(2n+1)s^2 .
\end{equation}
For any $s>0$ the ratio eventually exceeds 1 and grows without limit, so the series diverges. Small roughness postpones the growth but does not prevent it.

\section{Which widths cause the divergence}

The expansion of $1/(1+u)$ converges for $|u|<1$, while the Gaussian extends beyond. Three ranges of width can be weighed separately.

\textit{The core.} Restrict the distribution to $|u|\le b<1$ and use its own moments. The $2n$-th moment is then at most $b^{2n}$, so the series converges. For $s=0.2$ and $b=0.9$, numerical quadrature gives a mean of $1.046184$, and the sum of the restricted moments reaches the same value.

\textit{The wide tail.} The half $u>0$ supplies $a_n/2$ to each even moment. Removing narrow widths therefore leaves even terms that still grow without bound, although $1/w$ is harmless where the line is wide. With only $w<0.1\,w_0$ removed at $s=0.2$, the 80th moment is about 482.

\textit{The narrow tail.} The half $u<0$ supplies the other $a_n/2$. It also contains the point $w=0$, which is why the ordinary mean fails to exist. Divergence of the series and divergence of the mean are thus separate defects.

The turning point of the terms has a direct reading. The integrand $u^{2n}e^{-u^2/(2s^2)}$ is largest where $2n/u-u/s^2=0$, that is, at $|u|=s\sqrt{2n}$. For $s=0.2$ this is $0.980$ at $n=12$ and $1.020$ at $n=13$. The terms stop shrinking when the moments come mainly from fluctuations as large as the mean width.

\section{Why the series is still asymptotic}

The finite geometric sum has an exact remainder:
\begin{equation}
\frac1{1+u}=\sum_{k=0}^{2N+1}(-u)^k+\frac{u^{2N+2}}{1+u},
\qquad
R_N\equiv P-S_N=\mathrm{PV}\Big\langle\frac{u^{2N+2}}{1+u}\Big\rangle .
\label{rem}
\end{equation}
Since $R_N=a_{N+1}+R_{N+1}$, it suffices to show that $R_{N+1}$ is of order $s^{2N+4}$ at fixed $N$. Its integrand is $u^{2N+4}p(u)/(1+u)$.

\begin{itemize}
\item For $|u|<1/2$, $1/(1+u)\le2$, so this part is at most $2a_{N+2}$.
\item For $u>1/2$ and $u<-3/2$, $1/|1+u|\le2$. The Gaussian makes both parts exponentially small in $1/s^2$.
\item For $-3/2<u<-1/2$, set $g(v)=(v-1)^{2N+4}p(v-1)$. The principal value is $\int_0^{1/2}[g(v)-g(-v)]\,dv/v$. The bracket is at most $2v\max|g'|$, so the part is at most $\max|g'|$, which is $e^{-1/(8s^2)}$ times powers of $1/s$, up to a constant.
\end{itemize}

The last two contributions vanish faster than any power of $s$. Hence $R_N/a_{N+1}\to1$ as $s\to0$ at fixed $N$, which is the asymptotic property.

The same series serves $C(c)$ for fixed $0<c<1$. Passing from $P$ to $C$ removes the region $v<c$ and changes the normalization. The pairing argument, applied to $|v|<c$, together with $1/|v|\le1/c$ for $v<-c$, bounds the change by $e^{-(1-c)^2/(2s^2)}$ times powers of $1/s$. All coefficients in powers of $s$ are therefore equal, and the series carries no information about the cut.

\section{The optimal order for the principal value}

\subsection{A closed form for the target}

Let $y=1/(s\sqrt2)$ and $u=t/y$. Then $p\,du=e^{-t^2}dt/\sqrt\pi$ and $1+u=(y+t)/y$, so
\begin{equation}
P=\frac{y}{\sqrt\pi}H(y),\qquad
H(y)=\mathrm{PV}\!\int\frac{e^{-t^2}}{t+y}\,dt
=\mathrm{PV}\!\int\frac{e^{-(x-y)^2}}{x}\,dx .
\end{equation}
Differentiating the last form brings down $2(x-y)$. Splitting $(x-y)/x=1-y/x$ gives $H'=2\sqrt\pi-2yH$, with $H(0)=0$ by symmetry. Multiplication by $e^{y^2}$ and integration yield
\begin{equation}
P=2y\,D(y),\qquad D(y)=e^{-y^2}\int_0^y e^{q^2}dq ,
\end{equation}
where $D$ is Dawson's function. At $s=0.2$, $P=1.046228786$.

\subsection{The remainder near the smallest term}

Every $a_n$ is positive, so $R_N$ decreases steadily with $N$. For small $s$ it starts positive, since $R_0\simeq s^2$, and it eventually becomes negative because $S_N$ diverges upward. The best order lies next to this single change of sign.

To locate it, average the integrand of (\ref{rem}) with its value at $-u$, which replaces $1/(1+u)$ by $1/(1-u^2)$. Use twice the half-line $u>0$, and set $\tau=u^2$, $du=d\tau/(2\sqrt\tau)$, $z=1/(2s^2)$. Since $1/(s\sqrt{2\pi})=\sqrt{z/\pi}$,
\begin{equation}
R_N=\sqrt{\frac z\pi}\;\mathrm{PV}\!\int_0^\infty
\frac{\tau^{N+1/2}e^{-z\tau}}{1-\tau}\,d\tau .
\end{equation}
For large $z$ and $N$ near $z$, the numerator peaks near the pole. Write $\tau=1+\delta$ and $\beta=N+\tfrac12-z$. Expanding $\ln(1+\delta)$ gives
\begin{equation}
(z+\beta)\ln(1+\delta)-z(1+\delta)
=-z-\frac{z\delta^2}2+\beta\delta+\frac{z\delta^3}3+\cdots .
\end{equation}
The important range is $\delta\sim z^{-1/2}$, where $\beta\delta$ and $z\delta^3/3$ are both small. Expand their exponential to first order, and use $1/(1-\tau)=-1/\delta$. The leading integrand, $-e^{-z\delta^2/2}/\delta$, is odd and cancels in the principal value. What remains is
\begin{align}
R_N&\simeq-\sqrt{\frac z\pi}\,e^{-z}\int_{-\infty}^{\infty}
\Big(\beta+\frac{z\delta^2}{3}\Big)e^{-z\delta^2/2}\,d\delta\nonumber\\
&=-\sqrt{\frac z\pi}\,e^{-z}\sqrt{\frac{2\pi}{z}}\Big(\beta+\frac13\Big)
=\sqrt2\,e^{-z}\Big(z-N-\frac56\Big),
\label{opt}
\end{align}
because the Gaussian average of $\delta^2$ is $1/z$. At this order the best $N$ is the integer nearest $1/(2s^2)-5/6$. A value close to a half-integer needs the exact remainder, and the estimate loses its basis when $z$ is not large.

\subsection{Standard deviation one fifth of the mean}

Here $z=12.5$ and $z-5/6=11.67$, so $N=12$: the sum is kept through $s^{24}$. The smallest-term rule alone leaves a tie, since $a_{13}/a_{12}=25/25=1$. The values are:

\begin{center}
\begin{tabular}{rccc}
$N$ & $a_N$ & $S_N$ & $P-S_N$\\
1 & $4.00\times10^{-2}$ & 1.0400000 & $+6.23\times10^{-3}$\\
2 & $4.80\times10^{-3}$ & 1.0448000 & $+1.43\times10^{-3}$\\
4 & $2.69\times10^{-4}$ & 1.0460288 & $+2.00\times10^{-4}$\\
8 & $1.33\times10^{-5}$ & 1.0462036 & $+2.52\times10^{-5}$\\
11 & $5.77\times10^{-6}$ & 1.0462252 & $+3.55\times10^{-6}$\\
12 & $5.31\times10^{-6}$ & 1.0462305 & $-1.76\times10^{-6}$\\
13 & $5.31\times10^{-6}$ & 1.0462358 & $-7.06\times10^{-6}$\\
20 & $3.52\times10^{-5}$ & 1.0463403 & $-1.115\times10^{-4}$\\
30 & $3.37\times10^{-2}$ & 1.1060727 & $-5.98\times10^{-2}$
\end{tabular}
\end{center}

With $\sqrt2e^{-z}=5.27\times10^{-6}$, equation (\ref{opt}) predicts errors of $2/3$, $-1/3$ and $-4/3$ of this scale at $N=11,12,13$, in agreement with the table. By $N=30$ the error is larger than that of the smooth-line value 1, which is $4.62\times10^{-2}$.

\section{What a lower cut changes}

At small $c$, each tenfold reduction of the cut raises the mean by $p_0\ln10$. At $s=0.2$, $p_0=7.43\times10^{-6}$, so the rise is $1.71\times10^{-5}$, about three times the smallest term. The target thus moves while the series stays fixed. Numerical quadrature of $C(c)$, compared with successive $S_N$, gives:

\begin{center}
\begin{tabular}{lcrc}
$c$ & $C(c)$ & best $N$ & $C-S_N$\\
0.0001 & 1.046269 & 17 & $+1.8\times10^{-6}$\\
0.01 & 1.046233 & 12 & $+2.5\times10^{-6}$\\
0.05 & 1.046211 & 9 & $-1.8\times10^{-6}$\\
0.1 & 1.046182 & 7 & $-7.9\times10^{-6}$\\
0.2 & 1.046037 & 4 & $+8.3\times10^{-6}$
\end{tabular}
\end{center}

A larger cut removes more of the resistive narrow slices and lowers the target, which the rising partial sums then pass earlier. Order 12 is therefore the answer for the principal value, and for a cut mean when the cut happens to give a nearby value. It is not a property of every physical line with $s=0.2$.

\section{Weighing the terms in a metal line}

Take a narrow ruthenium line at room temperature with rough values $w_0=10$ nm, $h=20$ nm and bulk resistivity $7.5\ \mu\Omega\,$cm. The smooth resistance is
\begin{equation}
\frac{7.5\times10^{-8}\ \Omega\,\mathrm m}
{(10\times10^{-9})(20\times10^{-9})\ \mathrm m^2}
=3.75\times10^8\ \Omega/\mathrm m=375\ \Omega/\mu\mathrm m .
\end{equation}
A width deviation of 2 nm adds $0.04\times375=15\ \Omega/\mu$m through $a_1$ and $1.8\ \Omega/\mu$m through $a_2$. With a 1 nm cut the slice model gives $392.3\ \Omega/\mu$m, so everything beyond $a_2$ contributes about $0.5\ \Omega/\mu$m. The smallest term is worth $0.002\ \Omega/\mu$m.

\subsection{Current spreading}

Let $a=w_0/2$ and let the edges be $y=\pm(a+\eta\cos kx)$. For unit mean field write the potential as $x+\phi$. Zero current through the upper edge requires, to first order, $\partial_y\phi=-k\eta\sin kx$ at $y=a$. Laplace's equation then gives $\phi=-\eta\sin kx\cosh ky/\sinh ka$. The effective width is the mean of $\int|\nabla(x+\phi)|^2dy$ along the line. The cross term in the displaced edge strips gives $-2\eta^2k\coth ka$, and $|\nabla\phi|^2$ gives $+\eta^2k\coth ka$. A second-order potential does not contribute, because the mean field is fixed. The relative rise of resistance is
\begin{equation}
\frac{\eta^2k\coth ka}{2a}=s^2\,ka\coth ka,\qquad
s^2=\frac{\langle(2\eta\cos kx)^2\rangle}{(2a)^2}=\frac{\eta^2}{2a^2}.
\end{equation}
For $ka\to0$ this is the slice result $s^2$. If both edges shift together, $\cosh$ and $\sinh$ exchange roles and $\coth$ becomes $\tanh$. Independent edges contain both motions with equal variance, so $s^2$ is multiplied by the average of $ka(\coth ka+\tanh ka)$. For width correlation $e^{-x^2/(2\ell^2)}$, $k$ is Gaussian with deviation $1/\ell$. At $\ell=20$ nm the factor is $1.080$, which adds $0.04\times0.080=0.32\,\%$ of the smooth resistance. This small value depends on the smooth Gaussian correlation. The weight grows as $2ka$ at large $k$, so for a correlation $e^{-|x|/\ell}$ with the same $\ell$ the average grows logarithmically with the short-wavelength cutoff. The factor is about $1.5$ if the shortest wavelength is 8 nm and $1.9$ if it is 2 nm, which adds about 2 to $3.5\,\%$. At such wavelengths, near or below the mean free path, the small-slope continuum treatment is itself doubtful.

\subsection{Scattering, finite length and the real case}

Diffuse sidewalls make $\rho$ depend on width. An electron at distance $y$ from the wall it left, with direction cosine $\mu$ to the wall normal and mean free path $\lambda$, has regained a fraction $1-e^{-y/(\lambda\mu)}$ of its bulk drift. Each direction counts in proportion to its squared velocity component along the line, which gives the normalized weight $\frac32(1-\mu^2)$ after averaging over the angle about the wall normal. Averaging over position and direction then gives the Fuchs conductivity ratio
\begin{equation}
\frac1{F(w)}=\frac32\int_0^1(1-\mu^2)\,d\mu\int_0^w\frac{dy}{w}
\left(1-e^{-y/(\lambda\mu)}\right).
\end{equation}
With a rough $\lambda=7$ nm, $F(10\ \mathrm{nm})=1.32$. This counts the two sidewalls only; if the top and bottom surfaces of the 20 nm high line were diffuse as well, the factor would be about $1.47$. Let each slice take the $F$ of a uniform line of its own width, which supposes that the width changes little over a mean free path. Averaging $F(w)/w$ above the 1 nm cut then raises the roughness correction from $4.6\,\%$ to $7.4\,\%$, relative to a smooth line with the same sidewall scattering.

Grain boundaries across the current add a scattering rate $\alpha/\mu$ in units of the bulk rate, where $\mu$ is now the direction cosine to the current. In the Mayadas--Shatzkes model $\alpha=(\lambda/d)\,r/(1-r)$, and the conductivity ratio is $3\int_0^1\mu^3d\mu/(\mu+\alpha)$. For assumed grain size $d=10$ nm and reflection $r=0.4$, $\alpha=0.47$ and resistivity rises by a factor of $1.66$, with sidewall scattering left out. The two effects do not simply multiply. Using the enlarged rate inside the sidewall average gives a total factor of about $1.94$, and the roughness correction falls from $7.4\,\%$ to between 6 and $6.5\,\%$.

A line of length $L\gg\ell$ has variance $s^2\sqrt{2\pi}\,\ell/L$ in its relative mean width, from integrating the correlation over separation. For $L=10\ \mu$m the mean width therefore scatters by $1.4\,\%$ from line to line. To first order in $s$ the slice resistance at constant $\rho$ scatters equally. At $s=0.2$ higher orders raise this to about $1.6\,\%$, and width-dependent sidewall scattering raises it to somewhat above $2\,\%$.

The chosen deviation is a fifth of the mean width; at a deviation of 1 nm the leading correction falls to $1\,\%$. The assumption that fails most strongly at 10 nm is bulk resistivity, by tens of per cent in these models. The Gaussian is also unsecured near zero width, where the optimal order is decided. For such a line, the sums $S_1$ and $S_2$ come within $0.6\,\%$ and about $0.1\,\%$ of the slice model at constant $\rho$, and effort beyond them belongs to the resistivity and to the spectrum of the edge roughness.

Numerical values quoted here were computed with a short program.
